# Negative thermal expansion from sideways vibrations: a two-branch model of silicon

## A crystal that shrinks, then grows

A model crystal with silicon's structure and atomic mass has, in the two-branch estimate derived below, a linear expansion coefficient of $-0.67\times10^{-6}$ per kelvin at 100 K and $+2.96\times10^{-6}$ per kelvin at 300 K. Its bonds are ordinary: each resists compression more strongly than extension, which by itself favours expansion on heating. Some contribution must therefore oppose expansion, and it must win at low temperature and lose at high temperature.

The model has two energy terms. Each nearest-neighbour bond of length $r$ has a Morse energy

$$\phi(r)=D\left[1-e^{-a(r-r_0)}\right]^2,\qquad \phi''(r_0)=2Da^2 .$$

Each pair of bonds meeting at an atom has an angle energy $\tfrac12k_b(\cos\theta+\tfrac13)^2$, which vanishes at the tetrahedral angle. The angle stiffness weakens with bond length as $k_b\propto r^{-s}$. The parameters are round choices: $r_0=2.35$ Å, $\phi''(r_0)=9$ eV/Å$^2$, $a=1.2$ Å$^{-1}$, $k_b(r_0)=1.2$ eV and $s=8$. The mass is 28.09 u.

The algebra uses atomic units, so $\hbar=1$ and a frequency $\omega$ is also an energy. Numbers are in eV, Å and K. The pressure is zero, and the electrons stay in their ground state.

## What has to be weighed

In the quasiharmonic approximation the vibrations are harmonic at each volume, but their frequencies depend on the volume. For a primitive cell of volume $V$ and static energy $E_0$,

$$F=E_0(V)+\sum_i\left[\frac{\omega_i}{2}+k_BT\ln\left(1-e^{-\omega_i/k_BT}\right)\right].$$

Here $\sum_i$ means a sum over the six branches and an average over wave vectors. The Grueneisen parameter of a mode is

$$\gamma_i=-\frac{d\ln\omega_i}{d\ln V},\qquad\text{so}\qquad \frac{d\omega_i}{dV}=-\frac{\gamma_i\omega_i}{V}.$$

A negative $\gamma_i$ means that the mode stiffens when the crystal expands. The derivative of the bracket with respect to $\omega_i$ is $\tfrac12+n_i$, with $n_i=1/(e^{\omega_i/k_BT}-1)$. The pressure is therefore

$$P=-\frac{\partial F}{\partial V}=-\frac{dE_0}{dV}+\frac1V\sum_i\gamma_i\omega_i\left(\tfrac12+n_i\right).$$

At fixed volume only $n_i$ depends on temperature. With $x_i=\omega_i/k_BT$,

$$\omega_i\frac{\partial n_i}{\partial T}=k_B\frac{x_i^2e^{x_i}}{(e^{x_i}-1)^2}=k_Bc(x_i),\qquad c(x)=\left[\frac{x/2}{\sinh(x/2)}\right]^2 .$$

Thus $(\partial P/\partial T)_V=(k_B/V)\sum_i\gamma_ic_i$. Along a path of zero pressure,

$$0=\left(\frac{\partial P}{\partial T}\right)_VdT-B\,\frac{dV}{V},$$

where $B=-V(\partial P/\partial V)_T$. A cubic crystal has a linear coefficient equal to one third of $d\ln V/dT$, so

$$\alpha=\frac{k_B}{3BV}\sum_i\gamma_ic_i .$$

Since $B$ and every $c_i$ are positive, the sign of $\alpha$ is that of the weighted sum of $\gamma_i$. One negative $\gamma_i$ is not enough.

For the prefactor I use the static bulk modulus. A cell has four bonds, and uniform expansion leaves the angles unchanged, so $E_0=4\phi(r)$. Since $V\propto r^3$, $V\,d/dV=(r/3)\,d/dr$. At $r_0$ the first derivative vanishes, and

$$BV=V^2\frac{d^2E_0}{dV^2}=\left(\frac r3\frac d{dr}\right)^2 4\phi=\frac{4r_0^2\phi''}{9}=22.09\ \text{eV}.$$

The cell volume is $39.96$ Å$^3$, which gives $B=0.553$ eV/Å$^3$, or 88.6 GPa.

## First contribution: tension

Displace one end of a bond relative to the other by $\ell$ along the bond and $w$ sideways. To second order the new length is

$$\sqrt{(r+\ell)^2+w^2}\simeq r+\ell+\frac{w^2}{2r}.$$

The bond energy becomes

$$\phi+\phi'\ell+\frac12\phi''\ell^2+\frac12\frac{\phi'}{r}w^2 .$$

For a lattice wave the linear terms cancel, because $\ell$ averages to zero over equivalent bonds. The lengthwise spring constant is $\phi''$ and the sideways one is $\phi'/r$, the bond tension divided by its length. An unstrained bond has no sideways stiffness of its own. Under expansion,

$$\frac{d}{dr}\frac{\phi'}{r}=\frac{\phi''}{r}-\frac{\phi'}{r^2}\;\longrightarrow\;\frac{\phi''}{r_0}>0\quad\text{at } r_0 .$$

Stretching the bonds therefore stiffens sideways motion, as tightening a string does. A bond 1% longer than $r_0$ has $\phi'/r=0.085$ eV/Å$^2$.

The same term can be read from the other side. If the ends are a distance $R$ apart along the bond axis and also displaced sideways by $w$, the bond length is about $R+w^2/(2R)$. A bond that prefers the length $r_0$ then favours $R\simeq r_0-w^2/(2r_0)$. Sideways motion pulls the ends together, and heating increases the mean of $w^2$. Stiffening under tension and contraction under vibration are two consequences of one coupling between $r$ and $w^2$.

## Second contribution: bending

At $r_0$ the sideways stiffness must come from the angles. It can be found explicitly for the transverse acoustic (TA) mode at the zone-boundary point X.

Let $d=r/\sqrt3$. An atom A has two upward bonds, $(1,1,1)d$ and $(-1,-1,1)d$, and two downward bonds, $(1,-1,-1)d$ and $(-1,1,-1)d$. A wave at X along $z$ moves all atoms of one plane together and reverses sign after a height $2d$. Let $\mathbf f=(1,-1,0)/\sqrt2$, and let the planes at heights $0,d,2d$ and $-d$ move by

$$u\mathbf f,\quad -u\mathbf f,\quad -u\mathbf f,\quad +u\mathbf f .$$

This is a normal mode by symmetry:

- The mirror plane perpendicular to $\mathbf f$ separates motion along $\mathbf f$ from all other motion. Two amplitudes remain, $u_A$ at height $0$ and $u_B$ at height $d$.
- Inversion about the midpoint of an upward bond sends $u_A\to-u_B$ and $u_B\to-u_A$. It keeps $u_A-u_B$ and reverses $u_A+u_B$, so the energy cannot couple these two combinations.

The pattern above has $u_A+u_B=0$. Exchanging the roles of upward and downward bonds gives a second mode of equal frequency.

Seen from A, the upper neighbours move by $-2u\mathbf f$ and the lower neighbours by zero. The upward bonds are perpendicular to $\mathbf f$, so no bond stretches to first order. The tension energy per cell comes from two upward bonds:

$$2\times\frac12\frac{\phi'}r(2u)^2=4\frac{\phi'}ru^2 .$$

For an angle between an upward bond and a downward bond $\mathbf b$, the lengths are unchanged to first order and

$$|\delta\cos\theta|=\frac{|{-2u}\,\mathbf f\cdot\mathbf b|}{r^2}=\frac{2\sqrt2\,ud}{r^2},\qquad (\delta\cos\theta)^2=\frac{8u^2}{3r^2},$$

because $|\mathbf f\cdot\mathbf b|=\sqrt2\,d$ and $d^2=r^2/3$. There are four such angles at each atom. The angle between the two upward bonds does not change, since their sum points along $z$, perpendicular to $\mathbf f$. The angle between the downward bonds does not change because neither bond moves. Atom B contributes the same amount, so the bending energy per cell is

$$2\times4\times\frac12k_b\frac{8u^2}{3r^2}=\frac{32k_b}{3r^2}u^2 .$$

The kinetic energy of the two atoms is $2\times\tfrac12m\dot u^2=m\dot u^2$. Equating coefficients gives

$$m\omega^2=4K_T,\qquad K_T=\frac{\phi'}r+K_b,\qquad K_b=\frac{8k_b}{3r^2}.$$

At $r_0$, $K_b=8(1.2)/[3(2.35)^2]=0.579$ eV/Å$^2$, much less than $\phi''=9$ eV/Å$^2$. The mode is soft, with energy 0.0186 eV.

## Tension against bending at X

Since $\omega\propto K_T^{1/2}$ and $d\ln V=3\,d\ln r$,

$$\gamma=-\frac16\frac{d\ln K_T}{d\ln r}.$$

The two parts of $K_T$ change as

$$r\frac{dK_T}{dr}=\phi''-\frac{\phi'}r-(2+s)K_b ,$$

where the 2 comes from $r^{-2}$ and the $s$ from $k_b$. At $r_0$, $\phi'=0$ and $K_T=K_b$. Hence

$$\gamma_{TA}(X)=-\frac{\phi''}{6K_b}+\frac{2+s}{6}=-2.59+1.67=-0.92 .$$

Tension stiffens the mode, while the weakening of the angle forces softens it. The sign is negative if

$$\phi''>(2+s)K_b .$$

Here $\phi''/K_b=15.5$, so the condition is $s<13.5$. With a faster decay of the angle forces, tension would still stiffen sideways motion, but the mode would soften on expansion.

A finite strain shows the same balance. In a bond 1% longer, $K_b$ falls from 0.579 to 0.525 eV/Å$^2$. Tension adds 0.085, and the total rises to 0.610 eV/Å$^2$.

## All modes: three contributions

The X mode is one point of the zone. For any normalized mode, with the squared atomic displacements in the cell summing to one, twice the potential energy is

$$m\omega^2=\phi''L+\frac{k_b}{r^2}A+\frac{\phi'}rS .$$

Here $L$ and $S$ are the sums of squared lengthwise and sideways relative displacements over the bonds of a cell, and $A$ is the sum of $r^2(\delta\cos\theta)^2$ over its angles. For a normal mode this expression is stationary against small changes of mode shape, so its first derivative comes from the coefficients alone. (For degenerate modes the statement applies to their mean.) For the Morse bond $\phi'''(r_0)=-3a\phi''$. Differentiating at $r_0$ and multiplying by $-1/6$ gives

$$\gamma=\frac{ar_0}{2}\,p+\frac{2+s}{6}(1-p)-\frac{\phi''S}{6m\omega^2},$$

where $p=\phi''L/(m\omega^2)$ is the stretching share of the energy. The three terms are:

- **Stretching:** a longer bond is softer lengthwise. A pure stretching mode would have $\gamma=1.2(2.35)/2=1.41$.
- **Bending:** the angle forces weaken. A pure bending mode would have $\gamma=10/6=1.67$.
- **Tension:** this term is never positive. It is large for modes that combine a low frequency with appreciable sideways motion. For long acoustic waves $S$ and $\omega^2$ vanish together, so the term stays finite.

Without tension every $\gamma$ in this model lies between 1.41 and 1.67, and heating would expand the crystal at every temperature.

To weigh the terms over the zone, I diagonalized the dynamical matrix on a shifted $10\times10\times10$ mesh of wave vectors and obtained $\gamma$ from central differences in $\ln r$. At each wave vector the two lowest modes form branch T and the other four form branch S. Each branch is represented by the geometric mean of its energies, because

$$\ln E=\langle\ln\omega\rangle\quad\Longrightarrow\quad-\frac{d\ln E}{d\ln V}=\langle\gamma\rangle .$$

The results are:

| Branch | $E$ (eV) | $\gamma$, no tension | Tension | $\gamma$ |
|---|---|---|---|---|
| T | 0.0152 | 1.66 | −2.27 | −0.62 |
| S | 0.0511 | 1.44 | −0.25 | 1.19 |

The tension-free value for T is close to the pure bending value, and that for S is close to the pure stretching value. Tension acts on both branches, but it reverses the sign of the soft one. The mean $\gamma_T$ is less negative than the value at X, so giving the whole branch the value of $\gamma$ at X, with $E_T$ unchanged, would overstate the contraction.

## Weighing the branches with temperature

With two modes in T and four in S,

$$\alpha=\frac{k_B}{3BV}\left[2\gamma_Tc_T+4\gamma_Sc_S\right],$$

where $c_T=c(E_T/k_BT)$ and $c_S=c(E_S/k_BT)$. The sign changes where

$$\frac{c_S}{c_T}=\frac{|\gamma_T|}{2\gamma_S}=\frac{0.617}{2(1.192)}=0.259 .$$

There is at most one such temperature. From the formula for $c$,

$$\frac{d\ln c}{d\ln T}=x\coth\frac x2-2 ,$$

which increases with $x$. Because $E_S>E_T$, the ratio $c_S/c_T$ rises steadily with temperature, from 0 to 1. A crossing exists if $|\gamma_T|<2\gamma_S$. If $|\gamma_T|$ were larger, the two-branch crystal would contract at all temperatures.

Solving numerically gives **130 K**, or $k_BT=0.0112$ eV. There $c_T=0.861$ and $c_S=0.223$, and the two sides balance:

$$2(0.617)(0.861)=1.06,\qquad4(1.192)(0.223)=1.06 .$$

The thermal energy is then comparable with $E_T$ but less than a quarter of $E_S$. In this estimate the soft branch has 86% of its classical heat capacity and the stiff branch only 22%. The stiff branch can balance the soft one so early because it has twice as many modes and a larger $|\gamma|$.

The prefactor $k_B/(3BV)$ is $1.30\times10^{-6}$ per kelvin. The separate contributions to $\alpha$, in $10^{-6}$ per kelvin, are:

| $T$ (K) | T branch | S branch | $\alpha$ |
|---|---|---|---|
| 50 | −0.63 | +0.01 | −0.62 |
| 100 | −1.25 | +0.58 | −0.67 |
| 200 | −1.50 | +3.12 | +1.62 |
| 300 | −1.56 | +4.52 | +2.96 |
| 600 | −1.59 | +5.72 | +4.13 |

The contracting contribution does not disappear on heating. It saturates and is outweighed. In this two-branch estimate the strongest contraction, $-0.89\times10^{-6}$ per kelvin, occurs near 75 K, where further growth of the S contribution begins to outpace that of T.

## The two temperature limits

At high temperature both heat capacities tend to one, and

$$\alpha\to\frac{k_B}{3BV}(2\gamma_T+4\gamma_S)=4.6\times10^{-6}\ \text{per kelvin}.$$

This is the limit of the quasiharmonic formula with fixed $\gamma$ and $B$. In a real crystal, further anharmonic effects grow with temperature.

At low temperature a branch with a single energy fails. Its heat capacity vanishes exponentially, whereas a crystal has acoustic waves of arbitrarily low energy. For sound speed $v$, the number of modes below a given energy is proportional to $v^{-3}$, which gives a heat capacity proportional to $T^3$. The sign of $\alpha$ is then set by

$$\gamma_0=\frac{\sum\gamma v^{-3}}{\sum v^{-3}},$$

summed over directions and the three acoustic branches. Evaluated at small wave vectors in 600 directions, it is $-0.76$. The full model therefore also contracts as $T\to0$, with $\alpha\propto-T^3$. Had $\gamma_0$ been positive, the crystal would have expanded at the lowest temperatures, and an additional sign change would have been needed before the contraction. Real silicon is that case: its measured elastic constants and their pressure derivatives give $\gamma_0$ of about $+0.2$. The model does not represent silicon for long waves, where its shear constants, $C_{44}=29$ GPa and $(C_{11}-C_{12})/2=17$ GPa, are about a third of the measured 80 and 51 GPa.

## How far the 130 K can be trusted

Keeping all six branches on the mesh, instead of two mean energies, moves the sign change to 131 K. The reduction to two branches is thus a small source of error for this quantity. The size of $\alpha$ is less accurate: at 100 K the six-branch sum gives $-0.57\times10^{-6}$ per kelvin instead of $-0.67\times10^{-6}$, and near absolute zero the two-branch form fails.

Both values use frequencies and $\gamma$ at the static length $r_0$. Minimizing the free energy with respect to bond length at each temperature includes the shift caused by zero-point and thermal motion. The equilibrium bond length, meaning the distance between the mean positions of neighbouring atoms, then has its minimum at 128 K, where it is 0.18% above $r_0$. The crystal has contracted relative to its length at absolute zero, but it remains larger than the static crystal.

The choice of parameters matters more. With $s=7$, $\gamma_T=-0.78$ and the two-branch sign change lies at 146 K. With $s=9$, $\gamma_T=-0.46$ and it lies at 115 K. Faster weakening of the angle forces cancels more of the tension effect, so the stiff branch takes over sooner.

The model leaves out forces of longer range and any response of the electrons beyond the two chosen energy terms, and its parameters are not fitted to silicon. The figure of 130 K is therefore a result for this model. What it explains is the order of events within the model: soft sideways modes, stiffened by tension, are excited first and contract the crystal; stiffer modes, which soften on expansion, are excited later and expand it. In real silicon this sequence is preceded by a slight expansion at the lowest temperatures, where only long acoustic waves are excited.

Numbers in the example were calculated in double precision.
